# The Corrected Linear-Response Excitation Energy and Full State-Specific Iteration, part 2

A solute with observables $\hat v$ interacts with a linearly responding solvent through $\hat v\cdot q$. We seek the free energy of excitation from state 0 to state e when slow solvent modes stay frozen and fast ones adjust to the mean excited-state density. The solute energies $E_0(q)$, $E_e(q)$ include the interaction; their derivatives are $v_0(q)$, $v_e(q)$. The solvent coordinates in equilibrium with state 0 are $q_0$. There $v_0=v_0(q_0)$, the excitation energy is $\omega_0$, and $\Delta v=v_e(q_0)-v_0$. The fast response is $q_f=-K\Delta v$, with $K$ symmetric and positive. For a fast change $\delta$, the free energy is the stationary value of

$$
\Delta G(\delta)=E_e(q_0+\delta)-E_0(q_0)-v_0\cdot\delta+\tfrac12\delta\cdot K^{-1}\delta .
$$

Through first order in $K$ this is the corrected linear response (cLR) energy, $\omega_{\rm cLR}=\omega_0-\tfrac12\Delta v\cdot K\Delta v$. For exact eigenstates its leading error is (A4)

$$
\Delta G-\omega_{\rm cLR}\simeq
\sum_{m\neq e}\frac{|\langle m|\hat v\cdot K\Delta v|e\rangle|^2}{E_e-E_m}.
$$

In the dipole model $v=-\mu$ and the solvent coordinate is a reaction field. Energies are in eV, dipoles in debye (D), fields in eV/D. For a point dipole centred in an empty sphere of radius $a$, omitting $1/(4\pi\epsilon_0)$,

$$
R=g\mu,\qquad g(\varepsilon)=\frac{2(\varepsilon-1)}{(2\varepsilon+1)a^3}.
$$

With $g_s=g(\varepsilon_{\rm static})$ and ground-state dipole $\mu_0$, the frozen field is $R_0=g_s\mu_0$. A dipole change $\Delta\mu$ induces the fast field $r=g_f\,\Delta\mu$, where $g_f=g(\varepsilon_{\rm opt})$. Thus $K=g_f$ and $\omega_{\rm cLR}=\omega_0-\tfrac12\,g_f\,\Delta\mu^2$.

For configuration interaction with single excitations (CIS), A5 obtains $\Delta v$ from the relaxed difference density: the unrelaxed density $T$ plus $\tfrac12(z+z^T)$, where $Mz=-L$. Here $L$ is the derivative of the CIS energy with respect to occupied-virtual orbital rotations, and

$$
M_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}
+4(ai|bj)-(ab|ij)-(aj|ib),
$$

with $i,j$ occupied and $a,b$ virtual orbitals of energies $\varepsilon$.

The chain of A5 is a four-site, four-electron Pariser-Parr-Pople (PPP) model: on-site repulsion 8 eV, Ohno repulsion between sites, hopping $-2.4$ eV, spacing 1.4 Å, site energies 1.5, 0, 0, $-1.5$ eV. Its observables are site populations. With $K=0.04$ eV times the unit matrix, the CIS shift is $-1.275$ meV from cLR and $-1.286$ meV from full iteration.

### B3. The solute in the frozen field

The solute has two diabatic states with dipoles $\mu_a$ and $\mu_b$, separation $D$ and coupling $t$. The dipole operator is diagonal in this basis. In the frozen field,

$$
H_0=\begin{pmatrix}-R_0\mu_a&-t\\-t&D-R_0\mu_b\end{pmatrix},
\qquad D'=D-R_0(\mu_b-\mu_a).
$$

The eigenstates are

$$
|0\rangle=\cos\tfrac\theta2|a\rangle+\sin\tfrac\theta2|b\rangle,\qquad
|e\rangle=-\sin\tfrac\theta2|a\rangle+\cos\tfrac\theta2|b\rangle .
$$

The matrix element between them is $\tfrac12D'\sin\theta-t\cos\theta$. It vanishes for $\tan\theta=2t/D'$, and the gap is $\omega_0=\sqrt{D'^2+4t^2}$. With $d=\mu_b-\mu_a$, the dipole matrix elements are

$$
\mu_0=\mu_a+d\sin^2\tfrac\theta2,\qquad
\Delta\mu=d\cos\theta=\frac{dD'}{\omega_0},\qquad
\mu_{01}=\tfrac12d\sin\theta=\frac{dt}{\omega_0}.
$$

They satisfy $\Delta\mu^2+4\mu_{01}^2=d^2$. Mixing turns a change of permanent dipole into a transition dipole. Because $R_0$ depends on $\mu_0$, the ground state has to be iterated to self-consistency with $g_s$ before any excitation is considered.

### B4. The iterated energy in closed form

In an additional fast field $r$ the Hamiltonian is $H_0-r\hat\mu$. In the basis $|0\rangle,|e\rangle$ its diagonal elements differ by $\omega_0-r\Delta\mu$, and its off-diagonal element is $-r\mu_{01}$. The gap is therefore

$$
\Omega(r)=\sqrt{(\omega_0-r\Delta\mu)^2+4r^2\mu_{01}^2}.
$$

The upper eigenvalue is half the trace plus half the gap:

$$
E_e(r)=E_0+\tfrac12\omega_0-r\left(\mu_0+\tfrac12\Delta\mu\right)+\tfrac12\Omega(r).
$$

In $\Delta G$ the term $-v_0\cdot\delta$ becomes $+\mu_0r$, which cancels the ground-state dipole. The functional is

$$
\Delta G(r)=\tfrac12[\omega_0+\Omega(r)]-\tfrac12\Delta\mu\,r+\frac{r^2}{2g_f}.
$$

The stationarity condition is $r=g_f\Delta\mu(r)$. Here $\Delta\mu(r)$ is the dipole of the excited state in the field $r$ minus the unchanged $\mu_0$:

$$
\Delta\mu(r)=\tfrac12\left[\Delta\mu-\Omega'(r)\right],\qquad
\Omega'(r)=\frac{d^2r-\omega_0\Delta\mu}{\Omega(r)} .
$$

To expand, write $\Omega=\omega_0\sqrt{1+s}$ with $s=-2\Delta\mu r/\omega_0+d^2r^2/\omega_0^2$, and use $\sqrt{1+s}=1+s/2-s^2/8+\dots$. The terms in $r^2$ are $(d^2-\Delta\mu^2)r^2/(2\omega_0)$, so

$$
\Omega=\omega_0-\Delta\mu\,r+\frac{2\mu_{01}^2}{\omega_0}r^2+O(r^3).
$$

Inserting this gives a quadratic function of $r$:

$$
\Delta G(r)=\omega_0-\Delta\mu\,r+\frac{1+\eta}{2g_f}\,r^2+O(r^3),
\qquad \eta=\frac{2g_f\mu_{01}^2}{\omega_0}.
$$

Its minimum lies at $r=g_f\Delta\mu/(1+\eta)$, and

$$
\Delta G\simeq\omega_0-\frac{g_f\Delta\mu^2}{2(1+\eta)},\qquad
\Delta G-\omega_{\rm cLR}\simeq\frac{g_f^2\Delta\mu^2\mu_{01}^2}{\omega_0}.
$$

The remainder of the first expression is of third order in $g_f$. A numerical test confirms that it falls by about a factor 8 when $g_f$ is halved. At leading order, $\eta$ is the error of cLR relative to the size of the cLR shift. It can be computed from quantities already available after the frozen-field calculation.

The sign agrees with the sum over states in A4. The fast field couples e to the ground state, which is the only other level and lies below e, so it pushes e up. The dipole change shrinks at the same time: inserting the expansion of $\Omega$ gives $\Delta\mu(r)=\Delta\mu-2\mu_{01}^2r/\omega_0+O(r^2)$, and $r$ has the sign of $\Delta\mu$.

### B5. Bounds and convergence

$\Omega(r)$ is the length of the vector $(\omega_0-r\Delta\mu,\;2r\mu_{01})$, which is linear in $r$ apart from a constant. By the triangle inequality such a length is a convex function of $r$. Adding $r^2/(2g_f)$ makes $\Delta G(r)$ strictly convex, so it has a single minimum. For $\mu_{01}\neq0$ the gap never closes, and this minimum is the only stationary point. For $\mu_{01}=0$ the same holds if $g_f\Delta\mu^2<\omega_0$, which is assumed here. A convex function lies above its tangent at $r=0$, so $\Omega(r)\ge\omega_0-\Delta\mu\,r$ and

$$
\Delta G(r)\ge\omega_0-\Delta\mu\,r+\frac{r^2}{2g_f}\ge\omega_0-\tfrac12g_f\Delta\mu^2 .
$$

An upper bound follows by evaluating the function at the first field of the iteration. For every two-level solute in this model,

$$
\omega_{\rm cLR}\le\Delta G_{\rm full}\le\Delta G(r=g_f\Delta\mu).
$$

The plain iteration $r\to g_f\Delta\mu(r)$ converges near the solution if the slope of this map has magnitude below one. Differentiating $\Omega'$ gives $\Omega''=4\omega_0^2\mu_{01}^2/\Omega^3$, and the slope is

$$
g_f\frac{d\Delta\mu(r)}{dr}=-\tfrac12g_f\Omega''=-\frac{2g_f\omega_0^2\mu_{01}^2}{\Omega^3}.
$$

It is negative whenever $\mu_{01}\neq0$, so close to the solution successive fields fall alternately above and below it. If the gap $\Omega$ becomes small, the magnitude can exceed one. Minimizing $\Delta G(r)$ directly then finds the solution. So does a damped update $r\to(1-\alpha)r+\alpha g_f\Delta\mu(r)$, but near the solution it converges only if $\alpha<2/(1+|\text{slope}|)$; a fixed $\alpha=\tfrac12$ is not always enough.

### B6. Worked example

The parameters are round model values: $\mu_a=4$ D, $\mu_b=16$ D, $D=2$ eV, $t=0.8$ eV, $a=4$ Å, $\varepsilon_{\rm static}=36$ and $\varepsilon_{\rm opt}=1.8$. One D²/Å³, with the factor $1/(4\pi\epsilon_0)$ restored, is 0.62415 eV. Hence

$$
g_s=\frac{2(35)}{73}\,\frac{0.62415}{64}=0.009352,\qquad
g_f=\frac{2(0.8)}{4.6}\,\frac{0.62415}{64}=0.003392\ \text{eV/D}^2 .
$$

The self-consistent ground state has $\mu_0=6.211$ D and $R_0=0.05809$ eV/D. The frozen field reduces the diabatic separation to $D'=2-12(0.05809)=1.303$ eV, and

$$
\omega_0=\sqrt{1.303^2+1.6^2}=2.063\ \text{eV},
$$
$$
\Delta\mu=\frac{12(1.303)}{2.063}=7.578\ \text{D},\qquad
\mu_{01}=\frac{12(0.8)}{2.063}=4.652\ \text{D}.
$$

The gap without solvent is 2.561 eV, so most of the solvent shift is already present in $\omega_0$. The cLR correction is

$$
-\tfrac12(0.003392)(7.578)^2=-0.0974\ \text{eV},\qquad
\omega_{\rm cLR}=1.966\ \text{eV}.
$$

Full iteration starts from the same excited state. The table lists the field in which the state is computed, its dipole change, and the functional $\langle\Psi|H_0|\Psi\rangle-E_0-\tfrac12g_f\Delta\mu_\Psi^2$.

| Step | Field (eV/D) | Dipole change (D) | Functional (eV) |
|---|---|---|---|
| 0 | 0 | 7.5776 | 1.96605 |
| 1 | 0.02570 | 6.9562 | 1.97302 |
| 2 | 0.02360 | 7.0137 | 1.97307 |
| 3 | 0.02379 | 7.0085 | 1.97307 |

Step 0 is the cLR energy. The converged energy is 1.973 eV, which is 7.0 meV above it. The leading estimate uses

$$
\eta=\frac{2(0.003392)(4.652)^2}{2.063}=0.071,\qquad
0.071\times0.0974\ \text{eV}=6.9\ \text{meV}.
$$

The error of cLR is 7.8% of the fully iterated shift of $-0.0904$ eV. The upper bound of B5 is 1.9737 eV. It is not the step-1 entry of the table: away from self-consistency $\Delta G(r)$ exceeds the tabulated functional by $(r-g_f\Delta\mu_\Psi)^2/(2g_f)$, which is 0.7 meV at step 1 and vanishes at convergence.

Doubling $g_f$ at fixed ground state raises the error from 7.0 to 27.9 meV, and halving it lowers the error to about 1.8 meV. This is close to the expected quadratic dependence.

### B7. Comparison with ordinary linear response

Ordinary linear response treats a different process. The solute oscillates about its ground state, and the fast field follows the instantaneous dipole. With $\hbar=1$ and the ground-state energy subtracted,

$$
i\dot\psi=\left[H_0-E_0-g_f(\langle\hat\mu\rangle-\mu_0)\hat\mu\right]\psi .
$$

Insert $\psi=|0\rangle+c|e\rangle$ with small $c=x+iy$. To first order, $\langle\hat\mu\rangle-\mu_0=2\mu_{01}x$. Projection on $|e\rangle$ gives $i\dot c=\omega_0c-2g_f\mu_{01}^2x$. Its imaginary and real parts are

$$
\dot x=\omega_0y,\qquad \dot y=-(\omega_0-2g_f\mu_{01}^2)x .
$$

Eliminating $y$ yields an oscillation with

$$
\omega_{\rm LR}=\sqrt{\omega_0(\omega_0-2g_f\mu_{01}^2)}=\omega_0\sqrt{1-\eta}
=\omega_0-g_f\mu_{01}^2+O(g_f^2).
$$

The shift depends on the transition dipole, whereas the cLR shift depends on the change of the permanent dipole. Both are of first order in $g_f$, but they measure different properties of the solute. They may happen to be similar in size, but neither is in general an approximation to the other. In the example $\omega_{\rm LR}=1.989$ eV. The main results are

| Quantity | Energy (eV) | Wavelength (nm) |
|---|---|---|
| Frozen solvent, $\omega_0$ | 2.063 | 601 |
| Ordinary linear response | 1.989 | 623 |
| cLR | 1.966 | 631 |
| Full iteration | 1.973 | 628 |

Varying the diabatic coupling, with the ground state converged anew each time, separates the two effects. The shifts are relative to $\omega_0$ in the same row.

| $t$ (eV) | $\omega_0$ (eV) | cLR (eV) | Full (eV) | LR (eV) |
|---|---|---|---|---|
| 0 | 1.5511 | −0.2442 | −0.2442 | 0 |
| 0.2 | 1.5807 | −0.2286 | −0.2255 | −0.0078 |
| 0.4 | 1.6728 | −0.1884 | −0.1807 | −0.0282 |
| 0.8 | 2.0634 | −0.0974 | −0.0904 | −0.0748 |
| 1.6 | 3.3825 | −0.0256 | −0.0241 | −0.1111 |

At $t=0$ the transition dipole vanishes. The excited state cannot repolarize, and cLR coincides with full iteration. Ordinary linear response then gives no shift at all, although the dipole changes by 12 D. At strong coupling the transition dipole dominates and the order of the two shifts is reversed. The error of cLR is largest at intermediate coupling in this scan. Its leading form contains the product $\Delta\mu^2\mu_{01}^2$, and the sum $\Delta\mu^2+4\mu_{01}^2$ is fixed, so the product is small when either dipole is small.

### B8. Limits of the two-level result

The lower bound on the iterated energy relies on there being no state above e. Consider three levels at 0, 3 and 3.6 eV in the frozen field. Their permanent dipoles are 4, 12 and 8 D, the transition dipole between the lower two is 1 D, and that between the upper two is 4 D. With the same $g_f$ and $\Delta\mu=8$ D, the sum over states of A4 gives

$$
g_f^2\Delta\mu^2\left(\frac{1^2}{3}-\frac{4^2}{0.6}\right)
=7.36\times10^{-4}\,(0.33-26.67)\ \text{eV}=-19\ \text{meV}.
$$

The computed values are 2.891 eV for cLR and 2.873 eV for full iteration, a difference of $-18$ meV. The sign of the leading cLR error therefore depends on the balance between states below and above e, each weighted by its squared coupling divided by its energy separation from e.

Full iteration has a further consequence for intensities. The iterated excited state and the ground state are eigenstates of different Hamiltonians and need not be orthogonal. In the two-level example their squared overlap is 0.0034. If a constant $c$ is added to the dipole operator, the transition moment changes by $c\langle0|\Psi\rangle$, so a moment computed between these states depends on that constant. The frozen-field states used for cLR are orthogonal and do not have this defect.

### B9. Procedure for implementation

1. Converge the ground state with the full static response and store $q_0$.
2. Compute $\omega_0$ with $q_0$ fixed and no solvent term in the response matrix.
3. Solve $Mz=-L$, also without a solvent term, and form the relaxed difference density. Other electronic-structure methods need their own $L$ and $M$. The check is the same: $\Delta v$ must agree with finite differences of $\omega$ with respect to $q$.
4. Evaluate $\Delta v$, then $q_f=-K\Delta v$ with the optical permittivity, and add $\tfrac12\Delta v\cdot q_f$ to $\omega_0$.
5. Estimate the second-order term with one further calculation. Converge the orbitals in the field $q_0+q_f$, recompute the relaxed observables $v_e$ of the excited state, and evaluate $\tfrac12\,q_f\cdot[v_e(q_0+q_f)-v_e(q_0)]$. This gives the size and sign of the error rather than its value: 8.0 meV against 7.0 meV in B6, $-14$ meV against $-18$ meV in B8, and $-0.011$ meV, in agreement with full iteration, for the chain of A5. The sum over states in A4 is not a safe substitute: it holds for exact eigenstates, not for CIS (summed over the CIS states of the chain it gives $+0.012$ meV, the wrong sign), and a few nearby states may not suffice. If the second-order term is not small compared with the cLR shift, iterate the fast coordinates and evaluate the complete functional $\Delta G$, following the state by its character.

The numerical output below gives the values with more digits.

## Calculated quantities

```
solvent minimization minus formula: 8.9e-16 (model units)
PPP chain: U, hopping (eV), spacing (A): 8.0 -2.4 1.4
PPP site energies (eV): [ 1.5  0.   0.  -1.5]
PPP frozen-solvent CIS energy: 4.4010 eV
PPP unrelaxed population change (electrons): [ 0.1883 -0.2011  0.2011 -0.1883]
PPP relaxed population change (electrons):   [ 0.1101 -0.1405  0.1405 -0.1101]
PPP finite-difference derivative (electrons): [ 0.1101 -0.1405  0.1405 -0.1101]
PPP K=0.04 eV: shift full -1.2862, relaxed -1.2751, unrelaxed -3.0364 meV
PPP K=0.02 eV: shift full -0.6403, relaxed -0.6375, unrelaxed -1.5182 meV
PPP error ratio on halving K: relaxed 4.021, unrelaxed 1.994
two-level: dipoles 4.0, 16.0 D; separation 2.0 eV; coupling 0.8 eV
cavity radius 4.0 A; permittivity static 36.0, fast 1.8
unit factor D^2/A^3 = 0.624151 eV
g static 0.009352, g fast 0.003392 eV/D^2
ground reaction field 0.058085 eV/D; ground dipole 6.2112 D
gas-phase gap 2.56125 eV
frozen gap omega0 2.06344 eV = 600.9 nm
dipole change 7.5776 D; transition dipole 4.6524 D
cLR shift -0.09739 eV; cLR energy 1.96605 eV = 630.6 nm
iteration 0: field 0.000000 eV/D, dipole change 7.5776 D, functional 1.966049 eV
iteration 1: field 0.025704 eV/D, dipole change 6.9562 D, functional 1.973016 eV
iteration 2: field 0.023596 eV/D, dipole change 7.0137 D, functional 1.973071 eV
iteration 3: field 0.023791 eV/D, dipole change 7.0085 D, functional 1.973071 eV
iteration 4: field 0.023774 eV/D, dipole change 7.0089 D, functional 1.973072 eV
converged field 0.023775 eV/D, dipole change 7.0089 D
full iteration 1.97307 eV = 628.4 nm; shift -0.09036 eV
full minus cLR 7.023 meV; leading estimate 6.931 meV
second-order formula 1.97252 eV; upper bound 1.97367 eV
squared overlap of iterated excited and ground state 3.414e-03
ordinary linear response 1.98866 eV = 623.5 nm; shift -0.07478 eV
fast response x0.5: shift cLR -0.04869, full -0.04694, second-order -0.04702 eV
fast response x1.0: shift cLR -0.09739, full -0.09036, second-order -0.09092 eV
fast response x2.0: shift cLR -0.19477, full -0.16686, second-order -0.17051 eV
coupling 0.0 eV: omega0 1.5511, shift cLR -0.24423, full -0.24423, LR 0.00000 eV
coupling 0.2 eV: omega0 1.5807, shift cLR -0.22859, full -0.22548, LR -0.00784 eV
coupling 0.4 eV: omega0 1.6728, shift cLR -0.18838, full -0.18073, LR -0.02817 eV
coupling 0.8 eV: omega0 2.0634, shift cLR -0.09739, full -0.09036, LR -0.07478 eV
coupling 1.6 eV: omega0 3.3825, shift cLR -0.02564, full -0.02406, LR -0.11112 eV
three-level: energies (eV) [0.  3.  3.6] dipole rows (D) [[4.0, 1.0, 0.0], [1.0, 12.0, 4.0], [0.0, 4.0, 8.0]]
three-level: cLR 2.89145 eV, full iteration 2.87334 eV
random two-level solutes obeying both bounds: 300
```
